# Independent-Bond Estimate of Oxygen Blocking in a Doped Fluorite Oxide

## Problem

A fluorite oxide MO\(_2\) has tetravalent host cations M. A fraction \(x\) of all cations is replaced at random by a trivalent dopant. An oxygen ion hops between neighbouring anion sites through the gap between two cations, and the hop is open only if both of these cations are hosts. Otherwise its rate is zero.

(a) Show that the hops form the bonds of a simple-cubic lattice, each flanked by one nearest-neighbour pair of cations.

(b) Treat the bonds as independently open or closed. The simple-cubic bond threshold is \(p_c\simeq0.2488\): below this open fraction, independent bonds form no infinite connected network. Show that long-range oxygen motion is blocked near 50 percent dopant.

(c) Express the result as mole percent of dopant oxide, and find the fraction of vacant anion sites.

"Percent dopant" means percent of cations. The threshold \(p_c\) has no known closed form and is taken as a numerical input.

## Hints

1. Measure length in units of the anion spacing \(d=a/2\), where \(a\) is the cubic lattice constant. Put anions at integer points and cations at the centres of alternate unit cubes. Which cubes surround a given bond?
2. A bond needs two hosts. What is the probability of that under random placement?
3. Count the cations in a mixture of \(m\) moles of dopant oxide and \(1-m\) moles of host oxide. Then balance the charge.

## Solution

### (a) Geometry

Let the anions sit at \((i,j,k)\) and the cations at \((i+\tfrac12,j+\tfrac12,k+\tfrac12)\) with \(i+j+k\) even. Consider the bond from \((i,j,k)\) to \((i+1,j,k)\). Four cubes share this edge, with centres

\[
(i+\tfrac12,\;j\pm\tfrac12,\;k\pm\tfrac12),
\]

where the two signs are independent. Changing one sign changes the parity of the cube, and changing both restores it. Exactly two of the four cubes are therefore filled, and they lie diagonally across the bond. Their separation is \(\sqrt2\,d=a/\sqrt2\), the nearest-neighbour distance of the fcc cation lattice. Bonds along \(y\) and \(z\) follow by permuting the axes.

The midpoint of the cation pair is also the midpoint of the bond. A pair therefore identifies its bond, and a bond its pair. The counts agree: there are 3 bonds per anion and 2 anion sites per cation, hence 6 bonds per cation, while 12 nearest neighbours per cation give \(12/2=6\) pairs.

Conduction needs vacancies. A vacancy moves opposite to the oxygen ion that fills it, but across the same bond, so both see the same network.

### (b) Threshold

Each cation is a host with probability \(q=1-x\). For random placement in a large crystal, the two cations flanking a bond are independent, so the open fraction is

\[
p=q^2=(1-x)^2 .
\]

This step is not an approximation within the random model. For small \(x\) it gives \(p\simeq1-2x\). That is correct, because an isolated dopant closes 12 bonds while there are 6 bonds per cation, which removes a fraction \(12x/6=2x\).

The approximation enters next. Neighbouring bonds can share a cation, so their states are correlated. Neglecting this allows the independent-bond threshold to be used:

\[
(1-x_c)^2=p_c
\quad\Longrightarrow\quad
1-x_c=\pm\sqrt{p_c}.
\]

The left side is a host fraction and cannot be negative, so the positive root applies:

\[
x_c=1-\sqrt{p_c}=1-\sqrt{0.2488}=1-0.4988=0.5012 .
\]

Since \(p\) decreases as \(x\) increases, the network is open for \(x<x_c\) and blocked for \(x>x_c\). The independent-bond estimate is thus **50 percent dopant cations**. Three quarters of the hops are then closed; the remaining quarter form finite clusters once \(x\) exceeds \(x_c\).

This was tested by simulation. Every bond received its own two random cations, which removes the correlations but keeps the rule "both must be hosts". As the dopant fraction is lowered, an open cluster eventually winds around a periodic cell of \(L^3\) anion sites along a chosen axis. The dopant fraction at which this first happens was averaged over many samples. It was 0.4890 for \(L=10\) and 0.4954 for \(L=20\). Finite-size scaling, at leading order, gives

\[
x(L)=x_\infty+bL^{-1/\nu},\qquad \nu\simeq0.88 .
\]

To eliminate \(b\), multiply the equation for \(L=20\) by \(s=2^{1/\nu}\simeq2.20\) and subtract the one for \(L=10\):

\[
x_\infty=\frac{s\,x(20)-x(10)}{s-1}=0.501\pm0.002 .
\]

The uncertainty is one statistical standard error. The result agrees with \(1-\sqrt{p_c}\).

### (c) Composition and vacancies

A mixture of \(m\) moles of M\('_2\)O\(_3\) and \(1-m\) moles of MO\(_2\) contains \(2m\) dopant cations among \(2m+(1-m)=1+m\) cations. Hence

\[
x=\frac{2m}{1+m}
\;\Longrightarrow\;
x+xm=2m
\;\Longrightarrow\;
m=\frac{x}{2-x}.
\]

At threshold, \(m=0.5012/1.4988=0.334\), or **33 mol% dopant oxide**.

The mean cation charge is \(4(1-x)+3x=4-x\). If oxygen vacancies alone compensate the dopants, neutrality requires \((4-x)/2=2-x/2\) oxygen ions per cation. There are two anion sites per cation, so the vacant fraction is

\[
c=\frac{x/2}{2}=\frac{x}{4},
\]

which is 12.5 percent at \(x_c\). The estimated blocking is a loss of connected paths, not a shortage of vacancies.

## Variation 1: bonds that share cations

**Question.** How does the threshold change when neighbouring bonds share their actual cations?

The four cations around an anion form a tetrahedron, whose six edges correspond to the anion's six bonds. Take one open bond. Of the other five bonds at this anion, four share one cation with it and need one further host, with probability \(q\). The fifth is the opposite edge and needs two further hosts, with probability \(q^2\). The mean number of open continuations is

\[
4q+q^2=2.244\quad\text{at }q=0.4988,
\]

compared with \(5q^2=1.244\) for independent bonds. This favours a connected network.

There is an opposing effect. A path passing through an anion needs at least two open bonds there. Two hosts give one open edge, three hosts give three, and four hosts give six. At least three hosts are therefore needed:

\[
P(\text{two or more open})=4q^3(1-q)+q^4=0.311 .
\]

For independent bonds with the same \(p\), subtracting the cases of no open bond and one open bond gives

\[
1-(1-p)^6-6p(1-p)^5=0.463 .
\]

Fewer anions can carry a path, but those that can are better connected. These local counts do not settle the sign of the shift.

Simulation with shared cations gives \(x=0.5456\) for \(L=10\) and \(0.5617\) for \(L=20\). The same extrapolation yields

\[
x_c^{\text{shared}}=0.575\pm0.005 .
\]

Blocking thus moves to about 57 percent dopant, roughly 0.07 above the independent estimate in cation fraction. The open fraction at this threshold is about 0.18, below 0.2488: the correlated bonds connect the crystal with fewer open hops. The quoted error is statistical and leaves out corrections to the scaling law.

## Variation 2: closed hops with finite barriers

**Question.** What conductivity remains if "closed" hops are merely slow?

Take \(a=0.51\) nm, \(T=1073\) K and an attempt frequency of \(10^{13}\) s\(^{-1}\). Let the barriers be 0.6, 1.2 and 1.8 eV for zero, one and two dopants beside the hop. These are rough values in the regime of yttria-doped zirconia. All anion sites are given equal energy.

The open-hop rate in one direction is

\[
\Gamma=10^{13}\,\mathrm{s^{-1}}\;e^{-0.6\,\mathrm{eV}/k_BT}
=1.52\times10^{10}\ \mathrm{s^{-1}} .
\]

With all hops open, steps of \(\pm d\) along one axis give \(\langle\Delta x^2\rangle=2\Gamma d^2t=2Dt\). Hence \(D=\Gamma d^2=9.88\times10^{-6}\) cm\(^2\)/s.

A vacancy has effective charge \(2e\). A field \(E\) changes the forward and backward rates to \(\Gamma e^{\pm b}\), with \(b=2eEd/(2k_BT)\). For small \(b\), the drift velocity is

\[
v=d\Gamma(e^b-e^{-b})\simeq2d\Gamma b=\frac{2eD}{k_BT}E .
\]

A vacancy can move only onto an occupied oxygen site, which contributes a factor \(1-c\). Let \(N=8/a^3\) be the density of anion sites, and \(g\) the conductance of the disordered hop network relative to one with every hop open. With equal site energies the linear hopping equations are those of a resistor network, so

\[
\sigma=\frac{N c(1-c)(2e)^2D\,g}{k_BT},\qquad c=\frac{x}{4}.
\]

For \(x=0.16\), \(c=0.04\) and \(g=0.50\), this gives \(\sigma=0.079\) S/cm. Averages over five dopant arrangements with \(L=12\), at fixed temperature, are:

| \(x\) | \(g\), closed hops blocked | \(g\), with leakage | \(\sigma\) with leakage (S/cm) |
|---|---:|---:|---:|
| 0.16 | 0.49 | 0.50 | 0.079 |
| 0.50 | 0.013 | 0.016 | 0.0073 |
| 0.80 | \(\approx0\) | \(1.9\times10^{-5}\) | \(1.2\times10^{-5}\) |

The blocked calculation used a relative conductance of \(10^{-9}\) in place of zero. Its result at \(x=0.80\), \(1.2\times10^{-9}\), reflects that substitute. At \(x=0.50\) the network still conducts, consistent with the shared-cation threshold, though a small cell gives only a rough value this close to threshold. Single arrangements at \(L=12\) scatter in \(g\) by about 0.008 at \(x=0.50\) and by about 0.03 at \(x=0.16\), so the five-sample means are uncertain by roughly 0.004 and 0.015, and their last digit is not significant. The leakage values at \(x=0.80\) are also rough, for a different reason. Hops with at least one host beside them form a connected network only above a host fraction of about 0.20, the site threshold of the fcc cation lattice, and \(x=0.80\) lies almost exactly there. The conductance then varies strongly from one dopant arrangement to the next, so only its order of magnitude is meaningful.

Leakage replaces the sharp end of conduction by a steep fall. At 1073 K a mixed hop has \(1.5\times10^{-3}\) of the open rate. This ratio is \(1.2\times10^{-4}\) at 773 K and \(4.2\times10^{-3}\) at 1273 K, so the contrast between open and closed hops weakens on heating.

**Comparison with real electrolytes.** Yttria-doped zirconia electrolytes are commonly used near 8 mol% yttria, which is \(x=0.16/1.08=0.15\), close to the tabulated \(x=0.16\) and far below either threshold. Their conductivity near 1073 K is roughly a few \(10^{-2}\) S/cm, the same order of magnitude as the model value. This does not test the model, because the barriers are rough inputs: a change of 0.1 eV in the open-hop barrier alone changes \(\sigma\) by a factor of about 3. A composition near \(x=0.5\) is far from this usual range, and a random, single-phase fluorite cannot be taken for granted. Real dopants also bind vacancies, which breaks the equal-energy assumption. For a rough binding energy of 0.3 eV, a trap site has Boltzmann weight 26 relative to a free site. If a fraction \(f\) of sites are traps, the occupation of the free sites by dilute vacancies falls by the factor \(1/(1-f+26f)\), and the current that a given field drives through a hop between free sites falls with it. For \(f=0.5\) the factor is \(1/13.5\). If hops into, out of and between traps carry no more current than hops between free sites, trapping lowers \(\sigma\) by about an order of magnitude or more. If vacancies pass easily from one trap to the next, the loss is smaller. Traps that vacancies can still enter and leave close no bonds, so they do not move the geometric threshold. Tunnelling is a minor concern here: its estimated crossover temperature, \(h\nu_0/(2\pi k_B)\) with the attempt frequency \(\nu_0\) standing in for the unknown frequency at the barrier top, is 76 K. Vacancy repulsion and dopant ordering are not included, and their effect is not estimated.

The numerical output below lists the values used.

## Numbers as computed

```
Hops per cation: 6
Bond pairs at an anion sharing a cation: 12 of 15
Input simple-cubic bond threshold p_c: 0.2488
Host fraction at threshold sqrt(p_c): 0.4988
Predicted blocking dopant fraction x_c: 0.5012
Same as dopant oxide M2O3: 33.4 mol%
Vacant anion sites at x_c: 12.5 %
Input exponent nu: 0.88
Independent hops, x at L=10: 0.4890
Independent hops, x at L=20: 0.4954
Independent hops, extrapolated x: 0.501 +- 0.002
Shared cations, x at L=10: 0.5456
Shared cations, x at L=20: 0.5617
Shared cations, extrapolated x: 0.575 +- 0.005
Shift of x from shared cations: +0.074
Open-hop fraction at shared threshold: 0.181
Continuations at x_c, shared: 2.244
Continuations at x_c, independent: 1.244
Anions with 2+ open hops at x_c, shared: 0.311
Same, independent: 0.463
Lattice constant: 0.51 nm; temperature: 1073 K
Attempt frequency: 1.0e+13 1/s
Barriers for 0, 1, 2 dopants: 0.6, 1.2, 1.8 eV
Open-hop rate in one direction: 1.52e+10 1/s
Vacancy diffusivity, all hops open: 9.88e-06 cm2/s
Rate / open rate at 773 K: mixed 1.2e-04, dopant pair 1.5e-08
Rate / open rate at 1073 K: mixed 1.5e-03, dopant pair 2.3e-06
Rate / open rate at 1273 K: mixed 4.2e-03, dopant pair 1.8e-05
Resistor cells: L=12, 5 dopant arrangements per composition
Relative conductance standing for zero: 1e-09
x=0.16: g blocked model 4.9e-01, with leakage 5.0e-01
x=0.16: conductivity with leakage 7.9e-02 S/cm
x=0.50: g blocked model 1.3e-02, with leakage 1.6e-02
x=0.50: conductivity with leakage 7.3e-03 S/cm
x=0.80: g blocked model 1.2e-09, with leakage 1.9e-05
x=0.80: conductivity with leakage 1.2e-05 S/cm
Binding energy: 0.3 eV; trap weight: 26
Tunnelling crossover temperature: 76 K
```
